# Mean-field spin-orbit coupling with fitted Coulomb and one-centre exchange terms

## The splitting of a single π electron

The NO molecule has one electron in a degenerate pair of π* orbitals. Its orbital motion around the molecular axis couples to its spin, and the ground level splits into two components with total angular momentum \(\Omega=1/2\) and \(\Omega=3/2\) about the axis. The nuclei supply most of the magnetic interaction, but the other fourteen electrons screen it substantially. This screening is a two-electron effect, and its direct evaluation needs integrals over four basis functions, whose number grows as the fourth power of the system size.

The screening has a Coulomb part, which depends only on the density of these fourteen electrons, and an exchange part. The numerical question is whether the first can be obtained from a fitted density and the second from integrals on single atoms, and what error each replacement makes.

## The operator to be approximated

Atomic units are used, with real basis functions, electron spin factor 2 and fine-structure constant \(\alpha\). An electron in a potential energy \(V\) has the Breit-Pauli spin-orbit energy

\[
h=\frac{\alpha^2}{2}\,\mathbf s\cdot(\nabla V\times\mathbf p).
\]

For \(V=-Z/r\), \(\nabla V=Z\mathbf r/r^3\), which gives the familiar \(\alpha^2Z\,\mathbf l\cdot\mathbf s/(2r^3)\).

The derivative of \(V\) can be moved to the basis functions. With \(\mathbf p=-i\nabla\) and the antisymmetric symbol \(\epsilon_{abc}\),

\[
\langle\mu|(\nabla V\times\mathbf p)_a|\nu\rangle
=-i\epsilon_{abc}\int\mu\,(\partial_bV)\,\partial_c\nu
=i\epsilon_{abc}\int V\,\bigl(\partial_b\mu\,\partial_c\nu+\mu\,\partial_b\partial_c\nu\bigr).
\]

The surface term vanishes at infinity. Around a nucleus it also vanishes, because the surface of a small sphere shrinks faster than \(1/r\) grows. The last term is zero, since \(\partial_b\partial_c\) is symmetric and \(\epsilon_{abc}\) antisymmetric. Hence

\[
\langle\mu|(\nabla V\times\mathbf p)_a|\nu\rangle
=i\int V(\nabla\mu\times\nabla\nu)_a .
\tag{1}
\]

A constant \(V\) must give zero, and it does: \(\nabla\mu\times\nabla\nu=\nabla\times(\mu\nabla\nu)\) is a curl and integrates to zero.

The two-electron operator is

\[
H_2=\frac{\alpha^2}{2}\sum_{i\ne j}
\left[\nabla_i\frac1{r_{ij}}\times\mathbf p_i\right]\cdot(\mathbf s_i+2\mathbf s_j).
\]

The term with \(\mathbf s_i\) is the spin-orbit energy of electron \(i\) in the field of electron \(j\). The term with \(2\mathbf s_j\) couples the orbital motion of one electron to the spin of the other. By (1), the spatial integrals are \(iG^a\), with

\[
G^a_{\mu\nu,\kappa\lambda}
=\iint\frac{(\nabla\mu\times\nabla\nu)_a(1)\,\kappa(2)\lambda(2)}{r_{12}} .
\]

They are antisymmetric in \(\mu\nu\) and symmetric in \(\kappa\lambda\).

## Weights of the Coulomb and exchange terms

For orthonormal orbitals \(p,q,r,s\), the sum over ordered electron pairs becomes

\[
H_2=\frac{\alpha^2}{2}\sum iG^a_{pq,rs}
\bigl(s^a_{\sigma\sigma'}\delta_{\tau\tau'}+2\delta_{\sigma\sigma'}s^a_{\tau\tau'}\bigr)
a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau'}a_{q\sigma'} .
\]

There is no factor \(1/2\), because both orders of each pair belong to the original sum. Let a closed shell have the spin-summed density matrix \(P\), so that \(\langle a^\dagger_{r\tau}a_{s\tau'}\rangle=\delta_{\tau\tau'}P_{rs}/2\). One creation and one annihilation operator are averaged over this shell in each of four ways.

1. Averaging \(a^\dagger_r a_s\) gives a plus sign. The spin sum is \(2s^a\) from the first term and zero from the second, because \(s^a\) has no trace. The result is \(G_{pq,rs}P_{rs}\,s^a\).
2. Averaging \(a^\dagger_p a_q\) leads to \(\sum_{pq}G_{pq,rs}P_{pq}\), which vanishes: \(G\) is antisymmetric and \(P\) symmetric in \(pq\).
3. Averaging \(a^\dagger_p a_s\) gives a minus sign. The spin factors combine to \(s^a+2s^a=3s^a\), and the density supplies \(1/2\). The weight is \(-3/2\).
4. Averaging \(a^\dagger_r a_q\) gives the same weight \(-3/2\).

The effective one-electron operator is therefore

\[
h=\frac{\alpha^2}{2}\sum_a iF^a s_a,\qquad F=W+J-\tfrac32K,
\tag{2}
\]

with

\[
W^a_{\mu\nu}=\int V_{\rm nuc}(\nabla\mu\times\nabla\nu)_a,\qquad
J^a_{\mu\nu}=\sum_{\kappa\lambda}G^a_{\mu\nu,\kappa\lambda}P_{\kappa\lambda},
\]

\[
K^a=K_1^a+K_2^a,\qquad
(K_1^a)_{\mu\nu}=\sum_{\kappa\lambda}P_{\kappa\lambda}G^a_{\kappa\nu,\mu\lambda},\qquad
(K_2^a)_{\mu\nu}=\sum_{\kappa\lambda}P_{\kappa\lambda}G^a_{\mu\lambda,\kappa\nu}.
\]

Only one exchange matrix has to be built. Exchanging \(\mu\) and \(\nu\) in \(K_1\), then using the symmetries of \(G\) and \(P\) and renaming the summation indices, gives

\[
(K_1)_{\nu\mu}=\sum P_{\kappa\lambda}G_{\kappa\mu,\nu\lambda}
=-\sum P_{\kappa\lambda}G_{\mu\kappa,\lambda\nu}
=-(K_2)_{\mu\nu},
\]

so \(K=K_1-K_1^{\rm T}\).

Consider states made of a fixed closed shell plus one electron. The part of \(H_2\) left after the averages would need two electrons outside the shell, so it has no matrix elements here. The fully averaged part vanishes by the spin trace. Between such states, (2) reproduces \(H_2\) without further approximation. A test with explicit creation and annihilation operators and random integrals of the right symmetry confirms this to rounding error. With several open shells, or a relaxing core, (2) becomes an approximation.

## From the matrix to the splitting

For \(\pi_\pm=(\pi_x\pm i\pi_y)/\sqrt2\), the antisymmetry of \(F\) gives

\[
\langle\pi_+|iF^z|\pi_+\rangle
=\frac i2\,(iF^z_{xy}-iF^z_{yx})=-F^z_{xy}.
\]

Spin up (\(s_z=1/2\)) in \(\pi_+\) has \(\Omega=3/2\) and energy \(A/2\); spin down has \(\Omega=1/2\) and energy \(-A/2\), where

\[
A=-\frac{\alpha^2}{2}F^z_{xy}=E_{3/2}-E_{1/2}.
\tag{3}
\]

The sign can be checked on one atom with \(\pi_x=xf(r)\) and \(\pi_y=yf(r)\). Since \((x\partial_y-y\partial_x)\,yf=xf\), the nuclear field gives \(\langle\pi_x|(\nabla V\times\nabla)_z|\pi_y\rangle=Z\langle r^{-3}\rangle\). By (1) this equals \(-W^z_{xy}\), so \(A=\alpha^2Z\langle r^{-3}\rangle/2>0\): the unscreened nucleus places \(\Omega=1/2\) lower.

## Fitting the density in the Coulomb term

The matrix \(J\) depends on the electrons through \(\rho=\sum P_{\kappa\lambda}\kappa\lambda\) alone. Let \(\tilde\rho=\sum_Qc_QQ\) be an expansion in \(M\) fitting functions, write \((f|g)\) for the Coulomb interaction of two distributions, and let \(\|f\|^2=(f|f)\). Minimizing \(\|\rho-\tilde\rho\|^2\) with respect to each coefficient gives

\[
\sum_Q(R|Q)c_Q=(R|\rho),\qquad
J^a_{\mu\nu}\approx\sum_Q\bigl((\nabla\mu\times\nabla\nu)_a\big|Q\bigr)c_Q .
\tag{4}
\]

Let \(\delta\rho=\rho-\tilde\rho\) and \(g=(\nabla\mu\times\nabla\nu)_a\). The fitted element minus the full one is \(-(g|\delta\rho)\). The linear equations state that \((R|\delta\rho)=0\) for every fitting function, so any combination \(\tilde g\) of them may be subtracted:

\[
J^{\rm fit}_{\mu\nu}-J_{\mu\nu}=-(g-\tilde g|\delta\rho),\qquad
|J^{\rm fit}_{\mu\nu}-J_{\mu\nu}|\le\|g-\tilde g\|\,\|\delta\rho\|.
\tag{5}
\]

The error is a product of two residuals, although only the density was fitted. It is small if the fitting set represents either distribution well. Choosing \(\tilde g=0\) gives the simpler and weaker bound \(\|g\|\,\|\delta\rho\|\). The density residual follows from

\[
\|\delta\rho\|^2=(\rho|\rho)-2\sum_Qc_Q(Q|\rho)+\sum_{QR}c_Q(Q|R)c_R
=(\rho|\rho)-\sum_Qc_Q(Q|\rho),
\]

where the linear equations turn the last sum of the middle expression into \(\sum_Qc_Q(Q|\rho)\).

## One-centre exchange

For exchange, an integral is kept only if all four functions belong to the same atom \(A\), and it is contracted with the block \(P_{AA}\). All blocks of \(K\) between different atoms are set to zero. The dropped terms of a diatomic molecule fall into two groups.

If \(\mu\) and \(\nu\) are on the same atom, \(K_1\) contains the products \(\kappa\nu\) and \(\mu\lambda\). Dropping a term means that \(\kappa\) or \(\lambda\) is on the other atom, so at least one product joins two centres and is limited by their overlap. The same holds for \(K_2\).

If \(\mu\) is on \(A\) and \(\nu\) on \(B\), there are terms with \(\kappa\) on \(B\) and \(\lambda\) on \(A\). Both products are then one-centre products, and no overlap makes the integral small. The weight is the density block \(P_{BA}\), which is present when the atoms are bonded. Because the curl distribution has no net charge, such an integral falls off at least as \(R^{-2}\) at large separation \(R\). For the component along the molecular axis, the only one that enters \(A\), the dipole of the curl distribution is perpendicular to the axis and the slowest power is \(R^{-3}\). These terms decay more slowly than the first group at fixed density matrix. The other terms with \(\mu\) on \(A\) and \(\nu\) on \(B\) contain at least one two-centre product and are again limited by overlap.

The same truncation is unsuitable for the Coulomb term. Put a remote atom with charge \(Z_B\) and \(N_B\) electrons on the molecular axis. The component \([(\mathbf r-\mathbf R)\times\mathbf p]_z\) equals \(l_z\), because \(\mathbf R\) lies along \(z\). At large \(R\) the nucleus contributes \((\alpha^2/2)Z_B/R^3\) to \(A\) for a π orbital on the first atom, and the electrons change this to \((\alpha^2/2)(Z_B-N_B)/R^3\). Keeping the nucleus while dropping its electrons destroys the cancellation. The fitted density retains it.

## Algorithm and operation count

Given \(P\), the procedure is:

1. Compute \(W\) with all nuclei and all pairs of basis functions.
2. Compute \((R|Q)\) and \((Q|\rho)\), solve for \(c_Q\), and form \(J\) from (4).
3. For each atom, compute its block of \(G\), contract it with \(P_{AA}\) to obtain \(K_1\), and store \(K_1-K_1^{\rm T}\) in the block of that atom.
4. Form \(F=W+J-\tfrac32K\).

With \(n\) basis functions in all and \(n_A\) on atom \(A\), the numbers of two-electron integrals are

\[
N_{\rm full}=3n^4,\qquad
N_{\rm fit}=4n^2M+M^2,\qquad
N_{\rm one}=3\sum_An_A^4 .
\]

The factor 3 counts Cartesian components. The factor 4 counts three components for \(J\) and one set for the density fit. At a fixed basis per atom, these numbers grow as the fourth, third and first power of the number of atoms. Solving for \(c_Q\) by elimination also takes of order \(M^3\) operations.

Permutational symmetry is not used here. It would reduce \(N_{\rm full}\) and \(N_{\rm one}\) by about four and \(N_{\rm fit}\) by about two, so the advantage in integral count would shrink by a factor of at most about two.

## NO at a bond length of 1.15 Å

The closed shell is restricted Hartree-Fock NO⁺ with ten σ and four π electrons; the fifteenth electron occupies its lowest π* orbital. In the def2-SVP basis, with 28 functions, the full operator gives

\[
A=172.139-44.575-26.024=101.540\ \mathrm{cm^{-1}},
\]

where the terms are nuclear, Coulomb and exchange. The electrons remove \(70.599/172.139=41\%\) of the nuclear value, and exchange supplies more than a third of that reduction.

As an independent test, the three matrix elements were recomputed by spatial quadrature of the original form \(\nabla V\times\nabla\). The largest relative deviation is \(2.5\times10^{-7}\). This checks the signs, the integration by parts and the index order in \(K\).

**Coulomb error.** With 154 fitting functions (def2-universal-jkfit), the fit changes \(A\) by \(-2.8\times10^{-4}\ \mathrm{cm^{-1}}\), about three parts in a million of \(A\). A smaller set of 98 functions changes it by \(1.7\times10^{-3}\ \mathrm{cm^{-1}}\). For the larger set the density residual is \(\|\delta\rho\|^2=5.51\times10^{-5}\) hartree, so \(\|\delta\rho\|=7.42\times10^{-3}\) in atomic units. With \(\alpha^2/2=5.844\ \mathrm{cm^{-1}}\) per atomic unit and \(\|g\|=1.13\), the weak bound is

\[
5.844\times1.13\times7.42\times10^{-3}=0.049\ \mathrm{cm^{-1}}.
\]

The actual error is more than a hundred times smaller. Part of the reduction comes from the residual of \(g\). With \(\tilde g\) the best fit of \(g\) in the same set, \(\|g-\tilde g\|=0.057\), and (5) gives a bound of \(0.0025\ \mathrm{cm^{-1}}\), about 20 times below the weak one. The actual error is smaller by a further factor of nine, because the Cauchy-Schwarz inequality allows for no cancellation between the two residuals.

**Exchange error.** The one-centre restriction changes \(A\) by \(-2.008\ \mathrm{cm^{-1}}\). The complete approximation gives

\[
A\approx101.540-0.0003-2.008=99.532\ \mathrm{cm^{-1}},
\]

which is 2.0% below the full value. Measured against the exchange contribution itself, the error is \(2.008/26.024=7.7\%\).

Its division is informative. Same-atom blocks contribute \(-0.011\ \mathrm{cm^{-1}}\), and different-atom blocks \(-1.996\ \mathrm{cm^{-1}}\). Since the latter blocks are dropped completely, their full exchange contribution to \(A\) is \(+1.996\ \mathrm{cm^{-1}}\). The missing bond blocks therefore cause nearly all of the error in \(A\), while the net error from the atomic blocks is small in this basis, where \(-0.022\ \mathrm{cm^{-1}}\) on N and \(+0.011\ \mathrm{cm^{-1}}\) on O partly cancel. The slowly decaying terms of the preceding section do not dominate these blocks at this bond length. With \(\kappa\) on the atom of \(\nu\) and \(\lambda\) on the atom of \(\mu\) they contribute \(-0.67\ \mathrm{cm^{-1}}\), opposite in sign to the total. The terms with \(\kappa\) and \(\lambda\) on one atom, weighted by \(P_{AA}\) or \(P_{BB}\) and limited by overlap, contribute \(+2.50\ \mathrm{cm^{-1}}\), and the remaining terms \(+0.17\ \mathrm{cm^{-1}}\). Slow decay at large separation does not imply large size at the bond length.

**Truncating the Coulomb term instead.** One-centre Coulomb integrals would change \(A\) by \(-3.19\ \mathrm{cm^{-1}}\), the sum of \(+5.87\) from same-atom blocks and \(-9.06\) from different-atom blocks. The first number has the sign expected when the other nucleus is left unscreened. The second reverses the total, so the modest net error rests on a partial cancellation between larger ones.

## Does the exchange error go away?

Enlarging the fitting set cannot remove it, because the fit does not enter \(K\). More freedom in the orbital basis does not remove it here either. With the uncontracted def2-SVP set of 48 functions, \(A\) becomes \(101.85\ \mathrm{cm^{-1}}\) and the exchange error \(-2.05\ \mathrm{cm^{-1}}\). The size of the error does depend on the basis, because the basis functions define what belongs to an atom. Diffuse functions change it to \(-1.4\ \mathrm{cm^{-1}}\) in def2-SVPD and \(-2.6\ \mathrm{cm^{-1}}\) in aug-cc-pVDZ; in the latter the same-atom blocks contribute \(-0.34\ \mathrm{cm^{-1}}\), about an eighth of the error.

Separating the atoms does reduce it. The table gives the error in \(A\) and the largest error of any matrix element among the occupied and π* orbitals, both in \(\mathrm{cm^{-1}}\), in the contracted basis.

| Bond length (Å) | Error in \(A\) | Largest element |
|---|---:|---:|
| 1.15 | −2.01 | 2.39 |
| 1.40 | −0.77 | 1.59 |
| 1.80 | −0.15 | 0.62 |

From the first to the last row, a pure \(R^{-2}\) law would leave a fraction \((1.15/1.80)^2=0.41\), and the \(R^{-3}\) law of the axial component a fraction \(0.26\). The largest element falls to 0.26 of its initial value and the error in \(A\) to 0.08. The error in \(A\) thus decays faster than the slowest power allowed by its integrals; the orbitals and density matrix also change with the bond length. These points follow one closed-shell configuration and do not describe dissociation.

Within this series, the shortest bond is thus the least favourable case for the one-centre restriction. An error of 2% in this molecule is not a bound for others.

## Measured cost

For one molecule the full route evaluates 1,843,968 integrals. The approximate route needs 506,660 for the fit and 230,496 for exchange, a reduction by 2.5. On one processor core the times are 0.58 s and 0.12 s.

A second, parallel molecule was placed 4 Å away with a copy of the same frozen density. It serves to double the size and is not a self-consistent pair of ions. The integral ratio rises to 6.7, and the times become 17.7 s and 0.68 s, a ratio of 26. The errors in \(A\) of the first molecule remain \(-2.8\times10^{-4}\) and \(-2.008\ \mathrm{cm^{-1}}\), so this neighbour adds no visible exchange error. The copied density has no block between the two molecules, however, so the slowly decaying terms weighted by such a block are absent by construction; only terms limited by the overlap of the molecules are tested.

The full time grows by a factor of 30, although the number of integrals grows by 16. The larger integral array occupies 236 million bytes, and slower memory access during its contraction is a possible cause, but this was not tested. The time ratio therefore belongs to this implementation and machine. The integral counts are the safer guide to scaling, within the stated neglect of permutational symmetry and of screening out small integrals.

Enlarging the basis on each atom is a different limit. For two atoms with equal numbers of functions, \(N_{\rm full}/N_{\rm one}=(2n_A)^4/(2n_A^4)=8\), whatever the value of \(n_A\). With 24 functions per atom, \(N_{\rm one}=6\times24^4\approx2.0\) million, whereas the fit needs about 1.4 million integrals. In a small molecule with a large basis, the atomic exchange integrals can thus become the larger part of the work. With more atoms at a fixed basis per atom, the fit takes over.

## Accuracy of the reference

All errors above are relative to the full mean-field operator in the same orbital basis. That reference omits electron correlation, relaxation of the core, second-order spin-orbit coupling and higher relativistic terms, and its orbital basis is incomplete: in def2-TZVP, with 62 functions, \(A\) rises to \(105.5\ \mathrm{cm^{-1}}\) and the one-centre exchange error is \(-2.2\ \mathrm{cm^{-1}}\). Relaxing the core, with orbitals averaged over the two π* components, raises \(A\) to \(107.8\ \mathrm{cm^{-1}}\) in def2-SVP and \(113.4\ \mathrm{cm^{-1}}\) in def2-TZVP, with exchange errors of \(-1.9\) and \(-2.1\ \mathrm{cm^{-1}}\). The measured splitting of NO is roughly \(120\ \mathrm{cm^{-1}}\), nearly \(20\ \mathrm{cm^{-1}}\) above the frozen-core def2-SVP reference. For this molecule, then, the one-centre exchange error of \(2\ \mathrm{cm^{-1}}\) is well below the total deficiency of the reference calculation, and the fitting error is negligible beside both. If the rest of the calculation is improved to an accuracy of about 1%, the interatomic exchange blocks have to be restored, while the fitted Coulomb term can remain. The numerical output gives the individual contributions for the contracted and uncontracted def2-SVP bases.

## Computed values

```
determinant test, largest deviation: 6.7e-16 (random units)
bond length: 1.15 angstrom; alpha^2/2 = 5.84366 cm^-1 per a.u.
[def2-svp] functions 28, JK-fit 154, J-fit 98
  A parts: nuclear 172.139, Coulomb -44.575, exchange -26.024 cm^-1
  A full 101.540, A approximate 99.532 cm^-1, error -1.977 %
  Coulomb fit error in A: JK-fit -2.77e-04, J-fit 1.74e-03 cm^-1
  one-centre exchange error in A: -2.0075 cm^-1
    same-atom blocks -0.0113, different-atom blocks -1.9962 cm^-1
  one-centre Coulomb error in A (counterexample): -3.185 cm^-1
    same-atom blocks 5.872, different-atom blocks -9.057 cm^-1
  largest orbital-element error: fit 3.05e-03, exchange 2.3946 cm^-1
[unc-def2-svp] functions 48, JK-fit 154, J-fit 98
  A parts: nuclear 172.264, Coulomb -44.477, exchange -25.937 cm^-1
  A full 101.850, A approximate 99.800 cm^-1, error -2.013 %
  Coulomb fit error in A: JK-fit -2.78e-04, J-fit 2.76e-03 cm^-1
  one-centre exchange error in A: -2.0500 cm^-1
    same-atom blocks -0.0603, different-atom blocks -1.9897 cm^-1
  one-centre Coulomb error in A (counterexample): -3.230 cm^-1
    same-atom blocks 5.859, different-atom blocks -9.089 cm^-1
  largest orbital-element error: fit 1.93e-03, exchange 2.3564 cm^-1
quadrature test, relative deviations: nuclear 1.6e-07, Coulomb 3.2e-08, exchange 2.5e-07
JK-fit: residual (drho|drho) 5.508e-05 hartree, bound on A error 4.895e-02 cm^-1
J-fit: residual (drho|drho) 2.022e-04 hartree, bound on A error 9.379e-02 cm^-1
bond 1.15 angstrom: exchange error in A -2.0075, largest element 2.3946 cm^-1
bond 1.40 angstrom: exchange error in A -0.7734, largest element 1.5882 cm^-1
bond 1.80 angstrom: exchange error in A -0.1547, largest element 0.6224 cm^-1
copies 1: integrals full 1843968, fit 506660, one-centre 230496; ratio 2.50
  time full 0.582, fit 0.080, one-centre 0.040 s; ratio 4.8
copies 2: integrals full 29503488, fit 3958416, one-centre 460992; ratio 6.68
  time full 17.684, fit 0.561, one-centre 0.121 s; ratio 25.9
two copies 4.0 angstrom apart, errors in A of the first: fit -2.77e-04, exchange -2.0075 cm^-1
```
